Spin separation in the modified Dirac equation for a spherical potential

Setting. Atomic units are used in the algebra (ħ = m = e = 1, c is the speed of light) and the rest energy is subtracted. One electron moves in a local electrostatic potential V(r) that depends only on r, is continuously differentiable for r > 0 and vanishes at infinity; there is no vector potential. At the origin V is bounded or behaves as −Z/r with Z < c√3/2. With p = −i∇ and T = p²/2, the Dirac equation for the large and small spinors ψ and χ is

(V − E)ψ + c σ·p χ = 0
c σ·p ψ − Wχ = 0,  W = 2c² + E − V.

Bound levels are sought in the gap −2c² < E < 0.

(a) Write χ = σ·p φ/2c. Derive the equations for ψ and φ and the normalization, and separate the spin-dependent term.

Solution. The Pauli matrices obey σ_iσ_j = δ_ij + iε_ijk σ_k. The components of p commute, so (σ·p)² = p² = 2T. In the upper row c σ·p χ = (σ·p)²φ/2 = Tφ, which gives

Vψ + Tφ = Eψ.  (1)

Act on the lower row with σ·p/2c. The first term becomes (σ·p)²ψ/2 = Tψ. The second becomes −σ·p W σ·p φ/4c², in which the constant part 2c² + E of W gives −(2c² + E)·2Tφ/4c² = −Tφ − E(T/2c²)φ. Hence

Tψ + [σ·p V σ·p/4c² − T]φ = E (T/2c²) φ.  (2)

Equations (1) and (2) are the modified Dirac equation, and φ is the pseudo-large component. Since ⟨χ|χ⟩ = ⟨φ|p²|φ⟩/4c², the normalization is ⟨ψ|ψ⟩ + ⟨φ|T|φ⟩/2c² = 1, a metric diag(1, T/2c²). It is required that φ vanish at infinity and that ⟨φ|T|φ⟩ be finite.

The product rule of the Pauli matrices gives σ·p V σ·p = p·Vp + iε_ijk σ_k p_i V p_j. Now p_i V p_j = (−i∂_iV)p_j + V p_i p_j, and the last piece is symmetric in i and j, so ε_ijk removes it. With i·(−i) = 1,

σ·p V σ·p = p·Vp + σ·(∇V × p).

For spherical V, ∇V = (V′/r) r and r × p = L, so

σ·p V σ·p = p·Vp + (V′/r) σ·L.  (3)

All spin dependence of (1) and (2) lies in the last term. The spin-free (SF) equation drops it and keeps everything else, the metric included.

(b) Reduce the problem to radial form. Show that for fixed orbital momentum l the two Dirac problems and the spin-free problem belong to one family.

Solution. Let Ω_κ be the spinor harmonic with quantum numbers l, j, m. From J = L + σ/2, σ·L = J² − L² − 3/4, with eigenvalue a = j(j+1) − l(l+1) − 3/4. For j = l + ½, (l+½)(l+3/2) − l² − l − 3/4 = l. For j = l − ½, l² − 1/4 − l² − l − 3/4 = −(l+1). Defining κ by a = −(κ+1),

j = l + ½: κ = −(l+1), a = l
j = l − ½: κ = l, a = −(l+1), l ≥ 1.

The operator σ·r̂ commutes with J, is odd under parity and squares to 1, so it exchanges the two harmonics of equal j and m. The phase is fixed by Ω_−κ = −σ·r̂ Ω_κ. From (σ·r)(σ·p) = r·p + iσ·L and (σ·r̂)² = 1 follows σ·p = σ·r̂(−i∂_r + iσ·L/r). On (u/r)Ω_κ the bracket gives −i[(u/r)′ + (κ+1)u/r²] = −i(u′ + κu/r)/r, so

σ·p [(u/r)Ω_κ] = i (u′ + κu/r) Ω_−κ/r.  (4)

Put ψ = PΩ_κ/r and χ = iQΩ_−κ/r. Equation (4) with κ → −κ gives σ·p χ = −(Q′ − κQ/r)Ω_κ/r, and the Dirac rows become

Q′ − κQ/r = −(E − V)P/c  (5)
P′ + κP/r = WQ/c.  (6)

With φ = uΩ_κ/r, the definition of φ reads

u′ + κu/r = 2cQ.  (7)

So φ carries the same l as ψ, not the l of the small component. On such states σ·L in (3) is the number a, while T and p·Vp depend on l only. Since p·Vp φ = −∇·(V∇φ) and −T(1 + E/2c²)φ = (2c² + E)∇²φ/4c², equation (2) times 4c² is

∇·(W∇φ) + a(V′/r)φ = 2c²∇²ψ.  (8)

Equations (1) and (8) define a family H(a) for each l. The Dirac problems are a = l and a = −(l+1). The spin-free problem is a = 0; its levels are independent of j, and its solutions can be written with either harmonic.

(c) Show that the modified equation is equivalent to the Dirac equation for every κ: φ exists and is unique, and no solutions are added.

Solution. Equation (7) is (r^κ u)′ = 2c r^κ Q, with homogeneous solution r^(−κ). For κ < 0 this is r^(l+1), so φ would not vanish at infinity, and the admissible solution is

u = −2c r^(−κ) ∫_r^∞ s^κ Q ds,

which decays as Q does. For κ = l > 0 it is r^(−l), whose ⟨T⟩ diverges at the origin, and the admissible solution is

u = 2c r^(−l) ∫_0^r s^l Q ds.

This has a power-law tail unless the full integral vanishes. Define M = ∫r^(l+1)(E − V)P dr. By (5), M = −c∫r^(l+1)(Q′ − κQ/r)dr. For κ = −(l+1) the integrand is (r^(l+1)Q)′ and M = 0. For κ = l, partial integration of the first term gives M = c(l+1+l)∫r^l Q dr, so u → 2M r^(−l)/(2l+1). The tail is admissible. By (4) applied twice, 2⟨T⟩ = ∫[u′² + l(l+1)u²/r²]dr with κ(κ+1) = l(l+1), and ∫(u′ + κu/r)²dr differs from it by κ[u²/r], which vanishes at both ends; hence ⟨T⟩/2c² = ∫Q²dr is finite. For the point-nucleus 2p1/2 level at Z = 80, |M| is 0.032 of the integral of the absolute integrand and ru/(2M/3) = 1.00000. The program tests this tail, and M = 0 for 1s1/2 and 2p3/2.

Conversely, take a solution of (1) and (2) and define Q by (7). Then (1) is (5). Equation (2) says that σ·p annihilates the residual of the lower Dirac row, whose radial factor is R = WQ/c − P′ − κP/r. By (4), R′ − κR/r = 0 for r > 0, so R = C r^κ. For κ > 0 this grows, which square-integrable P and Q cannot match. For κ < 0 the residual spinor C r^(κ−1)Ω_−κ is the field of a point source: σ·p acting on it is zero for r > 0 but not at the origin, and (2) is to hold in all space. So C = 0 and (6) holds. The case κ = −1 is written out in (d).

(d) Compare the l = 0 levels of the spin-free equation with the Dirac levels, for arbitrary V. Solve the lowest level for V = −Z/r.

Solution. For l = 0 only j = ½ exists, with κ = −1 and a = 0. Take a Dirac s1/2 state. By (c) it has a pseudo-large component φ = uΩ_−1/r with l = 0. Then Lφ = 0, the dropped term (V′/r)σ·Lφ vanishes whatever V′ is, and (ψ, φ, E) solves the spin-free equation.

For the converse, take a spin-free solution with l = 0. Equation (8) with a = 0 is ∇·F = 0 with F = W∇φ − 2c²∇ψ. The field F is radial, so (r²F_r)′ = 0 and F = C r̂/r². Its divergence is 4πC δ³(r), so the equation, holding in all space, forces C = 0. This is the ordinary regularity condition. For bounded V a finite ⟨φ|T|φ⟩ forbids φ′ ~ 1/r², so C ≠ 0 would need ψ ~ 1/r. For V = −Z/r put ψ ≈ ψ₀/r and φ ≈ b ln r; equation (1) gives −b/2r² = Zψ₀/r², so C = Zb + 2c²ψ₀ = 2(c² − Z²)ψ₀. Again C ≠ 0 goes with ψ ~ 1/r, for which ⟨V⟩ diverges.

With (u/r)′ = (u′ − u/r)/r, and the same for P, the condition F = 0 is

W(u′ − u/r) = 2c²(P′ − P/r).  (9)

Set Q = (u′ − u/r)/2c. Dividing (9) by 2c² gives P′ − P/r = WQ/c, which is (6) at κ = −1. Further, 2c(Q′ + Q/r) = u″ − u′/r + u/r² + u′/r − u/r² = u″, and (1) for l = 0 is −u″/2 = (E − V)P. So Q′ + Q/r = −(E − V)P/c, which is (5) at κ = −1. The norms agree by (c).

The spin-free l = 0 levels are therefore exactly the Dirac s1/2 levels, with the same large component, to all orders in 1/c and with no condition on the sign of V′. The condition is l = 0 for the large component, not j = ½: p1/2 has a = −2 and is not covered. The derivation does not cover a vector potential or spin-dependent potential, where (3) is incomplete, or a non-spherical V, where l is not conserved. It compares two equations in the same V. In a self-consistent many-electron calculation the spin-free orbitals with l ≥ 1 alter V itself, so the s orbital energies need not agree.

For V = −Z/r try P = r^γ e^(−Zr), Q = qP. Equation (6) gives (γ−1)/r − Z = (2c² + E + Z/r)q/c and (5) gives q[(γ+1)/r − Z] = −(E + Z/r)/c. The 1/r terms give q = c(γ−1)/Z and q(γ+1) = −Z/c, so γ² = 1 − Z²/c². The constant term of (5) gives E = cqZ = c²(γ−1). The constant term of (6) then reads (2c² + E)q/c = c²(γ+1)(γ−1)/Z = −Z, as required. For Z < c√3/2, γ > ½ and the root −γ is not square integrable. Thus

E(1s) = c²(√(1 − Z²/c²) − 1).  (10)

(e) For l ≥ 1, can a spin-free solution (ψ, φ, E) also solve the Dirac problem?

Solution. It cannot. Suppose it solved (8) both with a = 0 and with a = l or −(l+1). Subtracting gives aV′u = 0 with a ≠ 0. A bound state needs a non-constant V, so there is an interval on which V′ ≠ 0, and u = 0 on it. Equation (1) then gives (E − V)P = 0 there; V is strictly monotone on the interval, so E − V vanishes at one point at most, and P = 0 as well. For r > 0, (1) fixes u″ and then (8) fixes P″ as linear combinations of u, u′, P, P′ with continuous coefficients. A solution of such a system that vanishes on an interval vanishes everywhere. No eigenfunction is shared, for any V of the setting. Equality of energies with different eigenfunctions is a separate question.

A measure of the mismatch is the residual of W(u′ + κu/r) = 2c²(P′ + κP/r), the combination of (6) and (7), relative to the largest value of the right side on 0.01 < Zr < 20. For a point nucleus with Z = 80 it is 1.1×10⁻⁷ for the spin-free 1s function, and 0.118 (κ = −2) and 0.278 (κ = +1) for the spin-free 2p function.

(f) Let V′ ≥ 0 everywhere and l ≥ 1. Locate the spin-free level relative to the two Dirac levels with the same l and radial index, and express the fine-structure splitting as an integral.

Solution. With V′ ≥ 0 and V(∞) = 0, V ≤ 0, so W ≥ 2c² + E > 0 in the gap. Write the lower row as Tψ + B_a φ = 0 with

B_a(E) = [p·Vp + aV′/r]/4c² − T(1 + E/2c²).

At an end point a₁ = −(l+1) or a₂ = l, acting on the matching Ω_κ, (3) gives B = −σ·p W σ·p/4c². Then ⟨φ|B|φ⟩ = −∫W|σ·pφ|²d³r/4c² ≤ −(2c² + E)⟨φ|T|φ⟩/2c² < 0. As a radial form, B_a is linear in a. Any a between a₁ and a₂, zero included, makes B_a a weighted mean of two negative forms, so it obeys the same bound and can be inverted: φ = (−B_a)⁻¹Tψ. Equation (1) becomes

S_a(E)ψ = Eψ,  S_a(E) = V + T(−B_a)⁻¹T.

For a positive operator A, 2Re⟨f|φ⟩ − ⟨φ|A|φ⟩ = ⟨f|A⁻¹|f⟩ − ⟨φ − A⁻¹f|A|φ − A⁻¹f⟩, so ⟨f|A⁻¹|f⟩ is the maximum of the left side over φ. With f = Tψ and A = −B_a,

⟨ψ|S_a|ψ⟩ = ⟨ψ|V|ψ⟩ + max over φ of [2Re⟨ψ|T|φ⟩ + ⟨φ|B_a(E)|φ⟩].

For each φ the bracket falls when E rises, since ∂B/∂E = −T/2c², and does not fall when a rises, since ∂B/∂a = V′/4c²r ≥ 0. These properties pass to the maximum and then to the min-max values μ_n(E, a) of S_a(E). Far from the centre S → T/(1 + E/2c²), whose spectrum starts at 0, so negative μ_n are eigenvalues. It is assumed that S_a is bounded below and μ_n continuous in E, as holds in any finite basis.

The function g(E, a) = μ_n(E, a) − E falls strictly with E, so it has at most one root E_n(a). Every gap level of H(a) is such a root, and μ_n ≤ μ_n+1 puts the roots in order, so at the end points E_n is the n-th Dirac level of that κ. Let both Dirac levels exist. At E = E_n(a₁), g(E, 0) ≥ g(E, a₁) = 0; at E = E_n(a₂), g(E, 0) ≤ g(E, a₂) = 0. The spin-free root therefore exists and lies between them. The same argument for any pair of a values shows that E_n(a) does not decrease.

For strictness, write the family as H(a)x = E N x, x = (ψ, φ), with the metric N independent of a and ⟨x|N|x⟩ = 1. Differentiating E = ⟨x|H|x⟩, the terms with dx/da add up to E d⟨x|N|x⟩/da = 0, leaving the Hellmann–Feynman result

dE/da = (1/4c²) ∫ (V′/r) u² dr.  (11)

By the argument of (e), u cannot vanish on an interval where V′ > 0, so (11) is positive. At a degeneracy each branch has a slope of this form, so E_n still rises. Hence

E(j = l − ½) < E_SF < E(j = l + ½),  (12)
E(j = l + ½) − E(j = l − ½) = ∫ (dE/da) da, a from −(l+1) to l.  (13)

For l = 0 the upper end point a = l is the spin-free point itself, which is the content of (d).

(g) How does the spin-free level compare with the (2j+1)-weighted mean of the two Dirac levels, order by order in 1/c?

Solution. Let w = V′/4c²r and expand E(a) = E_SF + ζa + ηa² + …. The weights are (l+1)/(2l+1) for a = l and l/(2l+1) for a = −(l+1), so

⟨a⟩ = [(l+1)l − l(l+1)]/(2l+1) = 0
⟨a²⟩ = [(l+1)l² + l(l+1)²]/(2l+1) = l(l+1).

Thus mean − E_SF = l(l+1)η + …. For the orders, note that B_a = B_0 + aw and −B_0 → T as c → ∞. To leading order in each power of a, the series (T − aw)⁻¹ = T⁻¹ + aT⁻¹wT⁻¹ + a²T⁻¹wT⁻¹wT⁻¹ + … gives S_a = T + V + aw + a² wT⁻¹w + …. Perturbation theory on the Schrödinger states |k⟩ of T + V with the same l yields, for the state |0⟩ and at leading order,

ζ = ⟨0|w|0⟩,  η = ⟨0|wT⁻¹w|0⟩ − Σ over k ≠ 0 of |⟨k|w|0⟩|²/(E_k − E_0).  (14)

So ζ is of order c⁻² and η of order c⁻⁴. The spin-free level equals the weighted mean through order c⁻² and departs from it at order c⁻⁴ unless the leading η vanishes. For the lowest level of given l the first term of η is positive and the second negative, so (14) does not fix the sign.

For V = −Z/r the substitution r → r/Z turns (1) and (8) into equations in which E/Z² depends on Z/c and a alone. The c⁻² term scales as Z⁴ and the c⁻⁴ term as Z⁶. Here the leading-order value of ζ, written ζ₀, is Z⟨r⁻³⟩/4c², found in two steps from the Schrödinger problem P″ = 2(U − E)P, U = −Z/r + l(l+1)/2r². The level −Z²/2n², n = n_r + l + 1, differentiated with respect to l at fixed n_r, gives Z²/n³ = (l+½)⟨r⁻²⟩. Multiplying the equation by P′ and integrating, the left side [P′²/2] vanishes for l ≥ 1 and the right side is −⟨U′⟩, so Z⟨r⁻²⟩ = l(l+1)⟨r⁻³⟩. Therefore

ζ₀ = Z⁴/[4c²n³ l(l+½)(l+1)],

which is Z⁴/96c² for 2p. The computed slope dE/da at a = 0 (the full ζ) is 1.00094 ζ₀ at Z = 6 and 1.00377 ζ₀ at Z = 12. The differences mean − E_SF are −1.0199×10⁻⁵ eV and −6.5676×10⁻⁴ eV, a ratio of 64.4 = 2^6.009. The program tests the slope ratio and the power of Z.

(h) Evaluate the results for one-electron mercury, Hg⁷⁹⁺ (Z = 80), with infinite nuclear mass and no QED, for a point nucleus and for a Gaussian charge distribution with the rough rms radius 5.5×10⁻⁵ Å.

Solution. Digits below 1 eV serve to compare two equations in one potential; they are not predictions for the ion. With Z/c = 0.583788 and c² = 1021997.9 eV/2 = 510999.0 eV, (10) gives (Z/c)² = 0.340808, γ = √0.659192 = 0.811906 and

E(1s) = 510999.0 eV × (−0.188094) = −96115.8 eV = −3532.19 hartree.

The other point-nucleus Dirac levels come from the Sommerfeld fine-structure formula

E = c²{[1 + (Z/c)²/(n − |κ| + γ)²]^(−1/2) − 1},  γ = √(κ² − Z²/c²),

which reduces to (10) for n = 1, κ = −1. The family H(a) is diagonalized in B-splines. At a = 0, l = 0 this gives −96115.843 eV and −24622.163 eV, equal to the Dirac 1s and 2s values; the program tests such agreements to 10⁻⁷ of the level energy. For l ≥ 1, in the order j = l − ½, spin-free, j = l + ½:

2p: −24622.16, −22956.82, −22253.68 eV
3p: −10669.14, −10175.78, −9963.25 eV
3d: −9963.25, −9845.06, −9768.53 eV

Each row obeys (12). The spin-free 2p level, −22956.8 eV = −843.65 hartree, lies 1665.34 eV above 2s. In the Dirac Coulomb spectrum 2p1/2 and 2s1/2 coincide, so this is also its distance above 2p1/2.

The 2p splitting is −22253.676 + 24622.163 = 2368.49 eV, and Gauss quadrature of (11) from a = −2 to 1 gives 2368.49 eV, which tests (13). The leading-order slope is ζ₀ = 6400 × 0.340808 × 27.2114 eV/96 = 618.26 eV, against 740.63 eV from (11) at a = 0; ζ₀ is 17 % below the full slope ζ.

The weighted mean is (−24622.163 − 2 × 22253.676)/3 = −23043.17 eV, so mean − E_SF = −86.35 eV, or 0.38 % of the spin-free binding energy. For 3p and 3d the differences are −22.77 eV and −1.36 eV. The slopes give a check of size. If E(a) were quadratic, dE/da = ζ + 2ηa with the full slope ζ = 740.63 eV, and the 2p difference would be 2η. The slope 667.93 eV at a = 1 gives 2η = 667.93 − 740.63 = −72.70 eV, and the slope 939.06 eV at a = −2 gives 2η = (740.63 − 939.06)/2 = −99.21 eV. The two estimates differ, so higher powers of a matter at Z = 80, and they enclose −86.35 eV.

For the Gaussian nucleus V = −Z erf(√β r)/r, with β = 3/(2 r_rms²); the Dirac values come from shooting on (5) and (6). The spin-free and Dirac levels agree, at −96061.081 eV (1s) and −24612.810 eV (2s). The nuclear-size shifts, 54.76 eV and 9.35 eV, are thus carried in full by the spin-free equation. V′ is Z/r² times the enclosed charge fraction and is positive, and the 2p row −24621.410, −22956.762, −22253.676 eV obeys (12).

Comparison with the point-nucleus values shows 2p size shifts of 0.75 eV for p1/2, 0.058 eV for the spin-free level and less than 0.001 eV for p3/2. The behaviour at a point nucleus distinguishes the cases. For l = 1 put φ ≈ φ₀r^s and ψ ≈ ψ₀r^(s−1), times the harmonic, with W ≈ Z/r and V′ = Z/r². Then ∇·(r⁻¹∇φ) = r⁻¹∇²φ − r⁻²∂_rφ has the coefficient s(s+1) − 2 − s = s² − 2, and (1) and (8) give

−½(s−1)(s+2)φ₀ = Zψ₀,  Z(s² − 2 + a)φ₀ = 2c²(s−2)(s+1)ψ₀.

Eliminating ψ₀ gives (s² − 1)(s² − 4) = −(Z/c)²(s² − 2 + a). The root near 1 is, to leading order, s² = 1 − (1 − a)(Z/c)²/3. For p3/2 (a = 1) it is s = 1 exactly and ψ₀ = 0. For a = 0 and a = −2 it is s < 1 with ψ₀ ≠ 0, so ψ has a weakly singular term at the nucleus, whose amplitude relative to φ₀ is proportional to 1 − a at leading order. This compares the point-nucleus solutions; it does not derive the sizes of the three shifts.

(i) Is it true for every spherical potential that the spin-free energy for l ≥ 1 differs from both Dirac energies? Use V = −A exp(−r²/w₁²) + B exp(−r²/w₂²) with A = 50000 eV, w₁ = 0.1 Å, w₂ = 0.05 Å and 0 ≤ B ≤ A.

Solution. It is not true. For B ≤ A and w₂ < w₁ the second term never exceeds the first in size, so V ≤ 0 and W > 0; the elimination of φ in (f) and formula (11) remain valid. What can be lost is V′ ≥ 0. Near the origin V′ ≈ 2r(A/w₁² − B/w₂²), which is negative for B > A(w₂/w₁)² = A/4. The integral (11) then has contributions of both signs, the factor 1/r weighting the inner, negative region.

For the lowest p level, in the order p1/2, spin-free, p3/2:

B = 0: −30042.573, −29986.077, −29957.455 eV
B = A: −16568.048, −16568.918, −16569.345 eV

At B = 0, V′ ≥ 0 and (12) holds, with E_SF − E(p3/2) = −28.622 eV. At B = A the order is inverted and the same difference is +0.427 eV. The levels depend continuously on B, so the difference vanishes in between. The root found is B* = 45880 eV, where the spin-free level and the p3/2 level from shooting are both −17184.255 eV. By (11) the coincidence means that the slope integrates to zero over 0 ≤ a ≤ 1. By (e) the eigenfunctions still differ, and a change of B removes the equality. The s levels behave as (d) requires in the same non-monotone potential: at B = A the spin-free and Dirac values agree at −18351.427 eV (1s) and −9141.212 eV (2s).

At B* the p1/2 level lies 0.014 eV above the other two. In the quadratic approximation E(1) = E(0) means ζ = −η, so E(−2) − E(0) = −2ζ + 4η = 6η and η is positive, opposite in sign to the Coulomb 2p case. Within the leading-order formula (14) this requires the term ⟨wT⁻¹w⟩ to outweigh the sum over excited states. The true statement for l ≥ 1 is therefore that no eigenfunction is ever shared, that the energy lies strictly between the two j levels when V′ ≥ 0, and that for V′ of both signs it can meet a j level at particular parameter values.

The numerical check that follows also verifies symbolically the identity σ·p V σ·p = p·Vp + σ·(∇V × p) for general V, and (3), (4) and the eigenvalues of σ·L on polynomial test functions for κ = −1, −2, +1, −3, and numerically the negativity of B_a at five values of a for the 2p problem at Z = 80.

Numbers as computed

```
c = 137.035999 a.u.; hartree = 27.211386 eV; bohr = 0.529177 angstrom
Z = 80; Z/c = 0.583788; 2c^2 = 1021997.9 eV
point 1s: SF = -96115.843 eV, Dirac = -96115.843 eV
point 2s: SF = -24622.163 eV, Dirac = -24622.163 eV
point 2p: j- = -24622.163, SF = -22956.820, j+ = -22253.676 eV
point 2p: weighted mean = -23043.171 eV, mean-SF = -86.3517 eV
point 3p: j- = -10669.141, SF = -10175.779, j+ = -9963.251 eV
point 3p: weighted mean = -10198.547 eV, mean-SF = -22.7679 eV
point 3d: j- = -9963.251, SF = -9845.059, j+ = -9768.530 eV
point 3d: weighted mean = -9846.418 eV, mean-SF = -1.3592 eV
point 2p SF = -843.647557 hartree; point 1s SF = -3532.192093 hartree
point SF 2p minus 2s = 1665.3430 eV
point 2p dE/da at a=-2 = 939.0557 eV
point 2p dE/da at a=0 = 740.6270 eV
point 2p dE/da at a=1 = 667.9292 eV
point 2p integral of dE/da, a=-2..1 = 2368.4869 eV
point 2p Dirac splitting = 2368.4869 eV
point 2p leading-order zeta = 618.2584 eV
relative residual of W(u'+ku/r)=2c^2(P'+kP/r), SF 1s k=-1: 1.1e-07
same, SF 2p: k=-2 0.1178, k=+1 0.2778
2p1/2: |M|/int|integrand| = 0.03227; r u/(2M/3) = 1.00000
Z=6 2p: slope/zeta = 1.00094; mean-SF = -1.0199e-05 eV
Z=12 2p: slope/zeta = 1.00377; mean-SF = -6.5676e-04 eV
power of Z in mean-SF = 6.009
Gaussian nucleus rms radius = 5.50e-05 angstrom
finite 1s: SF = -96061.081 eV, Dirac = -96061.081 eV
finite 1s nuclear-size shift = 54.7626 eV
finite 2s: SF = -24612.810 eV, Dirac = -24612.810 eV
finite 2s nuclear-size shift = 9.3525 eV
finite 2p: j- = -24621.410, SF = -22956.762, j+ = -22253.676 eV
model: A = 50000 eV, w1 = 0.1 angstrom, w2 = 0.05 angstrom
model B=A 1s: SF = -18351.427 eV, Dirac = -18351.427 eV
model B=A 2s: SF = -9141.212 eV, Dirac = -9141.212 eV
model B=0 p: j- = -30042.573, SF = -29986.077, j+ = -29957.455 eV
model B=A p: j- = -16568.048, SF = -16568.918, j+ = -16569.345 eV
crossing B* = 45880.2 eV
model B* p: SF = -17184.255 eV, Dirac p3/2 (shooting) = -17184.255 eV
model B* p1/2 minus SF = 0.0140 eV
```
